# Why the slowest-decaying oxide band can be silent at normal incidence

**Question.** An electron tunnels through a crystalline gate oxide. At its energy the oxide offers two evanescent bands: one built from s-like orbitals, and one built from in-plane p-like orbitals that decays more slowly. Over a few nanometres the slower decay should win by orders of magnitude. Why can it contribute nothing when the electron arrives at normal incidence in an s-like state?

**Answer.**

## The mechanism: a wave must enter before it can decay

A complex band tells how an evanescent wave shrinks inside the oxide. It does not tell how much of that wave the incident electron excites. The transmitted amplitude of a band is the product of an entry amplitude, a decay and an exit amplitude. If symmetry makes the entry amplitude zero, a slow decay cannot help.

Let \(z\) be the normal to the layers and \(\mathbf k=(k_x,k_y)\) the in-plane wavevector. Normal incidence means \(\mathbf k=0\). Four assumptions are made:

- transport is coherent and elastic;
- the layers are periodic in the plane, so \(\mathbf k\) is conserved;
- the whole stack, including both interfaces, has a fourfold axis along \(z\) and the vertical mirror planes of a square;
- spin-orbit coupling is absent.

Rotate the stack by 90° about \(z\). An s orbital is unchanged, while \(p_x\to p_y\) and \(p_y\to -p_x\). The combination \(p_+=p_x+ip_y\) therefore becomes

\[
p_y-ip_x=-i\,(p_x+ip_y)=-i\,p_+ .
\]

Let each layer have one atom per cell, sitting on a fourfold axis. At \(\mathbf k=0\) all cells of a layer carry the same phase, so the Bloch sums of these orbitals transform in the same way. (With several atoms per cell placed around the axis, p orbitals that all point outwards form a combination that the rotation leaves unchanged, and it can couple to s. The symmetry of the whole Bloch state then decides, not the name of the orbital.) The Hamiltonian \(H\) is unchanged by the rotation, and rotating both states leaves a matrix element unchanged. Hence

\[
\langle s|H|p_+\rangle=-i\,\langle s|H|p_+\rangle
\quad\Rightarrow\quad \langle s|H|p_+\rangle=0 .
\]

The same argument with \(+i\) removes \(p_-=p_x-ip_y\). It applies to every pair of layers, so no sequence of hops leads from the s class to the in-plane p class.

A rotation by 180° would already suffice, since it changes the sign of both \(p_x\) and \(p_y\) and leaves s alone. The fourfold axis adds that \(p_x\) and \(p_y\) form a degenerate pair. An oxide \(p_z\) orbital is unchanged by all these operations and belongs with s. The usual labels are \(\Delta_1\) for the s and \(p_z\) class and \(\Delta_5\) for the \(p_x,p_y\) pair.

At \(\mathbf k\neq0\) near the zone centre, the 180° rotation turns \(\mathbf k\) into \(-\mathbf k\). It then relates two different problems instead of restricting one, so s may couple to an in-plane p orbital. If \(\mathbf k\) lies in a mirror plane, the p orbital perpendicular to that plane stays forbidden: for \(\mathbf k\) along \(x\), s couples to \(p_x\) but not to \(p_y\).

## The same cancellation, bond by bond

Let each electrode atom sit above the centre of a square of four oxide atoms, with square side \(a\). Its neighbours lie at in-plane positions \((\sigma_x a/2,\sigma_y a/2)\), with \(\sigma_x,\sigma_y=\pm1\). An s–s bond has strength \(V_{ss}\). An s–\(p_x\) bond has strength \(V_{sp}\sigma_x l\), where \(l\) is the size of the direction cosine along \(x\): the two lobes of \(p_x\) have opposite signs. Adding the bonds with their Bloch phases gives

\[
v_s=V_{ss}\sum_{\sigma_x,\sigma_y}e^{i(k_x\sigma_x+k_y\sigma_y)a/2}
=4V_{ss}\cos\frac{k_xa}{2}\cos\frac{k_ya}{2},
\]

\[
v_x=V_{sp}\,l\sum_{\sigma_x,\sigma_y}\sigma_x e^{i(k_x\sigma_x+k_y\sigma_y)a/2}
=4i\,V_{sp}\,l\,\sin\frac{k_xa}{2}\cos\frac{k_ya}{2}.
\]

The factor \(\sigma_x\) turns the sum over \(\sigma_x\) from \(2\cos\) into \(2i\sin\). Exchanging \(x\) and \(y\) gives \(v_y\). At \(\mathbf k=0\) no single bond vanishes, but the two on the right cancel the two on the left.

This was tested with Gaussian orbitals integrated on a three-dimensional grid. In a potential with the square's symmetry, each single s–p integral was clearly nonzero, while the sum of four was zero to rounding error. Adding a potential term odd in \(x\) raised the sum to 0.45 of the original single integral.

## The two complex bands

Measure energies from that of the incident electron. Let the oxide have \(N\) layers of spacing \(c\), so its thickness is \(d=Nc\). Band \(j\) (s or p) has its edge at \(\Delta_j>0\) and hopping \(-t_j\) between neighbouring layers:

\[
E_j(q)=\Delta_j+2t_j(1-\cos qc),\qquad t_j=\frac{\hbar^2}{2m_jc^2}.
\]

The choice of \(t_j\) makes \(m_j\) the band-edge mass, because \(2t_j(1-\cos qc)\approx t_jc^2q^2\). At the incident energy \(E_j=0\), which lies below the edge, \(q\) is imaginary. Putting \(q=i\kappa_j\) gives

\[
\cosh\kappa_jc=1+\frac{\Delta_j}{2t_j}.
\]

For \(\kappa_jc\ll1\), \(\cosh\kappa_jc\approx1+\kappa_j^2c^2/2\), so \(\kappa_j\approx\sqrt{2m_j\Delta_j}/\hbar\). Amplitudes fall as \(e^{-\kappa_jz}\) and probabilities as \(e^{-2\kappa_jz}\).

The minimal model has no hopping within an oxide layer. Its bands then meet only at the electrodes, and each needs its own propagator from one end to the other. Let \(g_n\) be the response in layer \(n\) to a unit source in layer \(N\). With \(x=\kappa_jc\) and on-site energy \(\Delta_j+2t_j=2t_j\cosh x\),

\[
t_j\left(g_{n-1}+g_{n+1}-2\cosh x\;g_n\right)=\delta_{nN},
\qquad g_0=g_{N+1}=0 .
\]

For \(n<N\), the identity \(\sinh(n+1)x+\sinh(n-1)x=2\cosh x\sinh nx\) shows that \(g_n=B\sinh nx\) is a solution that vanishes at \(n=0\). In layer \(N\) there is no next layer, and the same identity gives

\[
t_jB\left[\sinh(N-1)x-2\cosh x\sinh Nx\right]=-t_jB\sinh(N+1)x=1 .
\]

This fixes \(B\). The end-to-end propagator \(G_j=g_1\) and the same-end propagator \(F_j=g_N\) are

\[
G_j=-\frac{\sinh\kappa_jc}{t_j\sinh[(N+1)\kappa_jc]},\qquad
F_j=-\frac{\sinh N\kappa_jc}{t_j\sinh[(N+1)\kappa_jc]} .
\]

For a thick oxide \(G_j\) is proportional to \(e^{-\kappa_jd}\), while \(F_j\) tends to a constant.

## Routes add as amplitudes

Represent each electrode by a chain with one s orbital per layer, hopping \(-t_e\), and the incident energy at mid-band. The phase advance per layer is then \(\pi/2\). Let \(\psi_L\) and \(\psi_R\) be the amplitudes on the atoms that face the oxide. Eliminating the oxide amplitudes leaves an effective hop \(W\) between these atoms and a level shift \(S\) of each:

\[
W=|v_s|^2G_s+\left(|v_x|^2+|v_y|^2\right)G_p,
\]

\[
S=|v_s|^2F_s+\left(|v_x|^2+|v_y|^2\right)F_p .
\]

A unit incident wave with reflected amplitude \(r\) gives \(\psi_L=1+r\). One layer further back the amplitude is \(-i+ir=i\psi_L-2i\). The equation for the left end atom is therefore

\[
0=-t_e(i\psi_L-2i)+S\psi_L+W\psi_R .
\]

On the right there is only an outgoing wave, whose next amplitude is \(i\psi_R\). With \(A=it_e-S\), the two equations become

\[
A\psi_L-W\psi_R=2it_e,\qquad A\psi_R-W\psi_L=0 .
\]

The second gives \(\psi_L=A\psi_R/W\). Inserting this in the first yields \(\psi_R=2it_eW/(A^2-W^2)\). The electrodes are identical, so the transmission is

\[
T=|\psi_R|^2=\frac{4t_e^2W^2}{|A^2-W^2|^2}.
\]

At \(\mathbf k=0\), \(v_x=v_y=0\), and the p propagator drops out of both \(W\) and \(S\). The transmission then does not depend on the p band at all, and for a thick oxide it falls as \(e^{-2\kappa_sd}\). This formula agreed with a direct linear solution of the full stack for 1, 4 and 12 layers, at normal and oblique incidence.

The result depends on the symmetry of the incident state. If the electrode states are p-like, the same symmetry closes the s band and opens the p band.

## What happens just off normal incidence

For small \(k=|\mathbf k|\), \(\sin(k_xa/2)\approx k_xa/2\), and the p part of the effective hop is

\[
W_p\approx(4V_{sp}l)^2\,\frac{(k_x^2+k_y^2)a^2}{4}\,G_p=4V_{sp}^2l^2a^2k^2\,G_p .
\]

Entry costs one factor of \(k\), and exit into an s-like state costs another. The p route alone therefore transmits as \(k^4e^{-2\kappa_pd}\). In a 25 nm test barrier, thick enough for this route to dominate, the fitted power of \(k\) was 4.00. This power needs a collector with s-like states only. If the collector also has in-plane p-like states at the incident energy, exit costs no factor of \(k\), and the p route transmits as \(k^2e^{-2\kappa_pd}\).

In a thinner barrier the two routes interfere. \(G_s\) and \(G_p\) have the same sign here, so they add, and the first change of \(T\) is of order \(k^2\). For \(\mathbf k\) along \(x\) the routes are equal at \(k^*\), where

\[
\tan\frac{k^*a}{2}=\left|\frac{V_{ss}}{V_{sp}l}\right|\sqrt{\frac{G_s}{G_p}} .
\]

For a thick oxide the square root falls as \(e^{-(\kappa_s-\kappa_p)d/2}\). The angular window in which the selection rule protects the current thus narrows with thickness.

## A 3 nm barrier in numbers

Take round model parameters: \(N=12\), \(c=0.25\) nm, \(a=0.40\) nm. The s band has \(\Delta_s=2.0\) eV and \(m_s=0.40\,m_0\), where \(m_0\) is the free-electron mass. The p band has \(\Delta_p=1.5\) eV and \(m_p=0.30\,m_0\). The hoppings are then \(t_s=1.524\) eV and \(t_p=2.032\) eV, so

\[
\cosh\kappa_sc=1+\frac{2.0}{3.048}=1.656,\qquad
\cosh\kappa_pc=1+\frac{1.5}{4.064}=1.369 .
\]

These give \(\kappa_s=4.36\) nm⁻¹ and \(\kappa_p=3.34\) nm⁻¹. The exponential factors \(e^{-2\kappa d}\) are \(4.3\times10^{-12}\) and \(2.0\times10^{-9}\). Judged by decay alone, the p band would win by a factor of about 470.

With \(V_{ss}=-0.30\) eV the s entry amplitude is \(v_s=-1.2\) eV. The propagators give \(G_s\approx-1.20\times10^{-6}\) eV⁻¹ and \(F_s\approx-0.22\) eV⁻¹. Hence \(W\approx1.44\,G_s\approx-1.73\times10^{-6}\) eV and \(S\approx-0.32\) eV. With \(t_e=1.5\) eV, \(|A|^2\approx1.5^2+0.32^2\approx2.35\) eV², and \(W^2\) is negligible beside \(A^2\):

\[
T\approx\frac{9.0\times(1.73\times10^{-6})^2}{2.35^2}\approx4.9\times10^{-12}.
\]

Moving the p edge from 1.5 to 1.0 eV left this value unchanged in the test. With p-like electrode states instead, and interface bonds \(V_{pp\sigma}=0.90\) eV and \(V_{pp\pi}=-0.15\) eV, the entry amplitude is \(4[l^2V_{pp\sigma}+(1-l^2)V_{pp\pi}]=0.80\) eV and the transmission is \(2.3\times10^{-10}\). That is 46 times larger, not 470 times, because the interface factors and prefactors also differ. The ratio depends strongly on these bonds: it is 3 for \(V_{pp\pi}=-0.30\) eV and 220 for \(V_{pp\sigma}=1.2\) eV.

**The tunnelling mass.** A mass is often extracted as \(m=\hbar^2\kappa^2/(2\Delta)\). The measured decay \(\kappa_s\) belongs with the edge \(\Delta_s\) and gives \(0.36\,m_0\). This is below the band-edge value of \(0.40\,m_0\) because the lattice band is not parabolic. Pairing \(\kappa_s\) with the lowest edge \(\Delta_p\) gives \(0.48\,m_0\), which describes neither band; the p band's own value is \(0.28\,m_0\).

**Off-normal electrons.** With \(V_{sp}=0.40\) eV, \(l=0.577\) and \(G_p/G_s=14.8\),

\[
\tan\frac{k^*a}{2}=\frac{0.30}{0.40\times0.577}\,\frac{1}{\sqrt{14.8}}\approx0.34,
\qquad k^*\approx1.63\ \text{nm}^{-1}.
\]

At 6 nm, \(k^*\) has dropped to 0.36 nm⁻¹. For comparison, a sheet density \(n=5\times10^{12}\) cm⁻² in one spin-degenerate valley fills a disc of radius \(\sqrt{2\pi n}=0.56\) nm⁻¹. Averaging \(T\) over this disc raises the 3 nm result by 10%. The model electrode has no in-plane dispersion, so both the normal and the total energy are fixed in this average. With an in-plane electrode mass of \(0.19\,m_0\) the total energy grows with \(k\), and the rise is 34%, of which 19% appears without the p band. If instead the collector also has \(p_x\) and \(p_y\) chains like the s chain, with the pp bonds above, the rise is 40%.

Bonds within the oxide layers alter this correction. They mix s and p inside the oxide when \(\mathbf k\neq0\), and they also shift the band edges. With an in-layer s–p bond of 0.15 eV and the other in-layer bonds listed in the numerical output, the disc average rises by 29% instead of 10% (by 59% with the in-plane mass of \(0.19\,m_0\), and by 143% with the collector that also has p chains). For these bond values the minimal model understates the leakage through the p band at oblique incidence. With these bonds the p band doubles the transmitted amplitude at about 0.84 nm⁻¹ in the 3 nm barrier, roughly half the \(k^*\) found above, so the formula for \(k^*\) holds only for the minimal model. The \(k^4\) law survived these bonds in the 25 nm test.

## When the symmetry is broken

Strengthen the bonds on the \(+x\) side of each electrode atom by a fraction \(\eta\) and weaken those on the \(-x\) side equally. At \(\mathbf k=0\), \(v_s\) is unchanged, but the p bonds no longer cancel:

\[
v_x=V_{sp}l\sum_{\sigma_x,\sigma_y}\sigma_x(1+\eta\sigma_x)=4\eta V_{sp}l .
\]

The p part of \(W\) is the product of the left and right values of \(v_x\) with \(G_p\). If one interface keeps its symmetry, this product is zero: the electron can enter the p band but cannot leave it into an s-like state. The thick-barrier decay then remains 4.36 nm⁻¹, as long as the collector has s-like states only. With both interfaces unbalanced it becomes 3.34 nm⁻¹. If the collector also has p-like states, an unbalanced entry interface alone gives 3.34 nm⁻¹; with the p chains used above, \(\eta=0.10\) at entry multiplies \(T\) at 3 nm by 1.6.

For \(\eta=0.10\) at 3 nm, the ratio of p to s amplitude is

\[
\left(\frac{0.10\times0.577\times0.40}{0.30}\right)^2\times14.8\approx0.088 .
\]

Equal imbalances multiply \(T\) by about \(1.088^2\approx1.18\), and opposite ones by about \(0.912^2\approx0.83\). Broken symmetry can thus lower the current of a thin barrier even though it opens a slower-decaying route.

Spin-orbit coupling weakens the rule in another way. Orbital and spin angular momentum are then no longer conserved separately. The fourfold axis conserves only their total about \(z\), and only up to multiples of 4, in units of \(\hbar\). An s state with spin up and a \(p_+\) state with spin down both have \(+1/2\), so they may mix. In the extended model the link is the oxide \(p_z\) orbital, which couples to s by hopping along \(z\) and to \(p_+\) by spin-orbit coupling.

Adding \(p_z\) alone, with a level at 6.0 eV, an s–\(p_z\) bond of 0.50 eV between layers and an electrode–\(p_z\) coupling of 0.92 eV (four bonds \(V_{sp}\), each with direction cosine 0.577 along \(z\)), multiplies \(T\) by 0.063; without the electrode–\(p_z\) coupling the factor is 0.20. It does not open the p band. It reshapes the s-class complex band, raising its decay constant to 4.70 nm⁻¹, and it alters the interface coupling. A fitted s-like mass would have to absorb this change.

A spin-orbit constant of 0.10 eV then changes \(T\) by a further factor of 0.96 at 3 nm. The effect grows quickly with thickness. The two routes first interfere destructively, giving a factor of 0.045 at 5.5 nm, and then the p band takes over, giving a factor of 31 at 7 nm. In a thick barrier the decay constant falls to 3.29 nm⁻¹. It lies slightly below 3.34 nm⁻¹ because spin-orbit coupling lowers the relevant p edge by 0.05 eV.

## Beside a real gate stack

Hafnium-based gate oxides are typically a few nanometres thick, with electron barriers of roughly 1 to 2 eV. Their fitted tunnelling masses are often nearer 0.1 to 0.2 \(m_0\), so the masses used here are high. In the parabolic estimate, replacing \(0.40\,m_0\) by \(0.20\,m_0\) reduces the exponent \(2\kappa_sd\) from 27.5 to 19.4 and raises the exponential factor about 3000 times. The absolute transmission above is therefore not a leakage prediction.

One assumption that can fail in devices is the shared fourfold axis. Many gate oxides are amorphous or polycrystalline, and rough interfaces scatter electrons between values of \(\mathbf k\). The ordered 10% imbalance moved \(T\) by less than 20% between s-only electrodes and by 30 to 90% with a collector that also has p-like states, and strong mixing could recover part of the factor of 470 between the two exponentials. A metal electrode also supplies a much wider range of \(\mathbf k\) than the disc used here. Leakage through traps and with the help of phonons is not included and can dominate.

Other corrections change the current without breaking the selection rule. Each factor below is relative to the unbiased minimal model at \(\mathbf k=0\), with the other settings fixed:

- A bias of 1.0 V, or 3.3 MV/cm, multiplies \(T\) by 20. The p band stays silent, because a field along \(z\) preserves the rotation.
- Image lowering of 0.083 eV, the midplane value for an optical permittivity of 4 applied to every oxide layer, multiplies \(T\) by 1.6. The midplane lowering is the smallest one; the classical image potential evaluated layer by layer gives 3.8, though it is unreliable in the layers next to the electrodes.
- Raising the incident energy by the thermal energy at 300 K, 0.026 eV, multiplies \(T\) by 1.15.

For an epitaxial stack that does share the axis, the relevant decay is that of the slowest-decaying complex band with the incident state's symmetry, provided that the collector has states of that symmetry, that the spread of \(\mathbf k\) stays well below the value at which the two routes become equal in that stack, and that spin-orbit mixing is weak at the thickness used. Bonds within the layers, and p-like states in the collector, can make this value smaller than the \(k^*\) of the minimal model. The rule is not restricted to p orbitals: \(d_{xz}\) and \(d_{yz}\) transform like \(p_x\) and \(p_y\) under rotations about \(z\), so an oxide band built from them, with one such atom per cell on the fourfold axis, is silent at normal incidence for the same reason.

## Table of computed values

```
in-plane lattice constant 0.40 nm, layer 0.25 nm
electrode-oxide height 0.20 nm, bond 0.346 nm
layers 12, oxide thickness 3.00 nm
band edges: s 2.00 eV, p 1.50 eV
band-edge masses: s 0.40 m0, p 0.30 m0
layer hopping: s 1.524 eV, p 2.032 eV
electrode hopping 1.50 eV
interface bonds: V_ss -0.30 eV, V_sp 0.40 eV
interface bonds: pp sigma 0.90 eV, pp pi -0.15 eV
in-plane direction cosine 0.5774
grid: one s-p bond / orbital norms 0.1408
grid: four-bond sum / one bond, symmetric 7.6e-16
grid: four-bond sum / one bond, broken 0.452
kappa s 4.363 1/nm, kappa p 3.339 1/nm
parabolic kappa: s 4.582 1/nm, p 3.437 1/nm
decay from full solve: s-like incidence 4.363 1/nm
decay from full solve: p-like incidence 3.339 1/nm
exp(-2 kappa d): s 4.281e-12, p 1.993e-09
transmission at k=0: s to s 4.899e-12, p to p 2.277e-10
propagator ratio G_p/G_s 14.81
equal-route k*: 1.628 1/nm at 3.0 nm
equal-route k*: 0.363 1/nm at 6.0 nm
transmission gain from p route at k* 3.963
power of k in 25 nm test barrier: 4.000
same power with in-layer bonds: 4.001
mass from kappa s and s edge 0.363 m0
mass from kappa p and p edge 0.283 m0
apparent mass, kappa s with p edge 0.483 m0
bond imbalance 0.10, p/s amplitude 0.0877
T/T0: same imbalance 1.182, opposite 0.831
thick decay: one side unbalanced 4.363 1/nm
thick decay: both sides unbalanced 3.339 1/nm
sheet density 5.0e+12 cm^-2, disc radius 0.560 1/nm
disc mean T/T0: minimal model 1.101
disc mean T/T0: with in-layer bonds 1.294
in-layer bonds: ss 0.595 eV, sp 0.15 eV
in-layer bonds: pp sigma 0.20 eV, pi -0.10 eV
T/T0 at disc edge with in-layer bonds 1.620
p-route gain at disc edge: minimal 1.233, in-layer 1.968
bias 1.0 V, field 3.33 MV/cm, T/T0 20.33
optical permittivity 4.0, image 0.0832 eV
T/T0 with image lowering 1.629
thermal energy at 300 K 0.0259 eV, T/T0 1.154
pz level 6.0 eV, s-pz layer bond 0.50 eV
T/T0 with pz, no spin-orbit 0.0630
spin-orbit constant 0.10 eV, further T factor 0.956
thick decay: pz only 4.700 1/nm, with spin-orbit 3.285 1/nm
```
